# Thermal conductivity of a binary liquid at zero particle flux, part 1

(Sections cited here and not found follow in the second part.)

## 1. The conductivity as a Schur complement

A model mixture of two molecular species at 300 K has an energy-energy transport coefficient that corresponds to 0.1056 W/(m K). If 10 eV is added to the energy assigned to each molecule of species 1, that coefficient rises to 3.66 W/(m K). The addition is a change of bookkeeping: it alters no force, no collision and no trajectory. In the interior of a closed layer of the fluid between a hot and a cold wall, heat flux divided by temperature gradient is still 0.1056 W/(m K). The coefficient that moved is therefore not, by itself, the thermal conductivity. What it lacks is the condition that no particles flow.

### Fluxes and assumptions

The liquid is isotropic, electrically neutral and non-reacting. It is close to equilibrium, at uniform pressure, and its centre of mass is at rest. Gradients point along $x$. In a volume $V$ the number flux of species $i$ is

$$
J_i=\frac1V\sum_{k\in i}v_{k,x},\qquad i=1,2 .
$$

The energy flux $J_E$ is the flux in the local conservation law for energy. For pair forces $\mathbf F_{kl}$ (on $k$, from $l$) derived from pair potentials $\phi_{kl}$, assign to molecule $k$ its kinetic energy and half of each pair energy, $\epsilon_k=\tfrac12 m_kv_k^2+\tfrac12\sum_l\phi_{kl}$. Then

$$
\dot\epsilon_k=\sum_l\mathbf F_{kl}\cdot\mathbf v_k-\tfrac12\sum_l\mathbf F_{kl}\cdot(\mathbf v_k-\mathbf v_l)
=\tfrac12\sum_l\mathbf F_{kl}\cdot(\mathbf v_k+\mathbf v_l).
$$

The flux is the rate of change of $\sum_k x_k\epsilon_k$, divided by $V$. Because $\mathbf F_{kl}=-\mathbf F_{lk}$, averaging the double sum with its copy in which $k$ and $l$ are exchanged replaces $x_k$ by $\tfrac12x_{kl}$, where $x_{kl}=x_k-x_l$. The two velocities then contribute equally, and

$$
J_E=\frac1V\Big[\sum_k\epsilon_kv_{k,x}+\tfrac12\sum_{k\ne l}x_{kl}\,\mathbf F_{kl}\cdot\mathbf v_k\Big].
$$

This form contains separations only, so it can be used with periodic boundaries. The formulas below hold in atomic units, with Boltzmann's constant $k_B$ kept visible.

Let $m_i$ be the molecular masses and $r=m_1/m_2$. The total momentum is $P=V(m_1J_1+m_2J_2)$. When $P=0$,

$$
J_2=-rJ_1. \tag{1}
$$

There is thus one independent particle flux. Setting $J_1=0$ stops both species.

### Forces from the entropy balance

With energy density $e$, number densities $n_i$ and chemical potentials $\mu_i$, the entropy density obeys $ds=de/T-\sum_i(\mu_i/T)\,dn_i$. The conservation laws are $\partial_te=-\partial_xJ_E$ and $\partial_tn_i=-\partial_xJ_i$. Substitution and the product rule give

$$
\partial_ts=-\partial_x\Big(\frac{J_E-\sum_i\mu_iJ_i}{T}\Big)
+J_E\,\partial_x\frac1T-\sum_iJ_i\,\partial_x\frac{\mu_i}{T}.
$$

The first term moves entropy about; the remaining terms produce it. With (1) the production is $\sigma=J_EX_E+J_1X_1$, where

$$
X_E=\nabla\frac1T=-\frac{\nabla T}{T^2},\qquad
X_1=-\nabla\frac{\mu_1}{T}+r\,\nabla\frac{\mu_2}{T}. \tag{2}
$$

The factor $r$ appears because each molecule of species 1 that moves forward must be balanced by $r$ molecules of species 2 moving back.

### From force to equilibrium correlations

Prepare the liquid with slowly varying fields $\xi_E=\delta(1/T)$ and $\xi_i=-\delta(\mu_i/T)$. Let $b(\mathbf r)$ stand for the density of energy, of species 1 or of species 2, and let $\delta b$ be its departure from the mean. To first order the local-equilibrium weight is

$$
f=f_{\rm eq}\Big[1-\frac1{k_B}\sum_b\int\xi_b(\mathbf r)\,\delta b(\mathbf r)\,d^3r\Big].
$$

Let the system evolve for a time $t$ and measure the local flux $j_a$ at $\mathbf r'$. Its equilibrium mean is zero, so

$$
\langle j_a(\mathbf r',t)\rangle_f=-\frac1{k_B}\sum_b\int\xi_b(\mathbf r)\,
\langle j_a(\mathbf r',0)\,\delta b(\mathbf r,-t)\rangle\,d^3r ,
$$

where the equilibrium average was shifted in time by $-t$. The conservation law gives

$$
b(\mathbf r,-t)=b(\mathbf r,0)+\int_0^t\nabla\cdot\mathbf j_b(\mathbf r,-s)\,ds .
$$

The first term drops out, because a flux is odd in the velocities and a density is even. In the second, integration by parts moves the gradient onto $\xi_b$ and changes the sign. If $\nabla\xi_b$ varies little over the distance through which fluxes are correlated, it can be taken out of the integral. What remains is $\int j_b\,d^3r=VJ_b$. Averaging over $\mathbf r'$ and shifting time by $s$ gives

$$
J_a=\sum_{b=E,1,2}\frac V{k_B}\int_0^t\langle J_a(s)J_b(0)\rangle\,ds\;X_b^{(0)},
\qquad X_b^{(0)}=\nabla\xi_b . \tag{3}
$$

The time $t$ must exceed the decay time of the correlations and stay short compared with the time in which the gradients relax. For long-wavelength gradients such an interval exists, provided the integrals converge.

As written they do not. Total momentum is conserved, and each flux overlaps with it. To find the overlap, set the equilibrium liquid in uniform motion at a small velocity $w$. The weight changes by the factor $1+wP/(k_BT)$, so $\langle J_b\rangle=w\langle J_bP\rangle/(k_BT)$. The flux of a liquid in uniform motion is also $w$ times the density it carries: $n_i$ for particles, and the enthalpy density $H=e+p$ for energy, since the pressure does work on the moving fluid. Hence

$$
\langle J_bP\rangle=k_BT\,h_b^{(0)},\qquad h_E^{(0)}=H,\quad h_i^{(0)}=n_i .
$$

With mass density $\rho$, $\langle P^2\rangle=\rho Vk_BT$. The part of a flux that is free of momentum is therefore

$$
J_b^\perp=J_b-\frac{h_b^{(0)}}{\rho V}\,P .
$$

The part taken away never decays. In $V\langle J_E(t)J_E(0)\rangle$ it leaves the constant

$$
V\,\frac{(k_BTH)^2}{\rho Vk_BT}=\frac{k_BTH^2}{\rho}, \tag{4}
$$

and its time integral grows without limit.

Uniform pressure removes this term from the physical response. The Gibbs-Duhem relation is $\sum_in_i\,d\mu_i=dp-s\,dT$, and $H=Ts+\sum_i\mu_in_i$. Thus

$$
H\,d\frac1T-\sum_in_i\,d\frac{\mu_i}{T}
=-\frac{dp}{T}+\frac{Ts+\sum_i\mu_in_i-H}{T^2}\,dT=-\frac{dp}{T}.
$$

For $\nabla p=0$ it follows that $\sum_bX_b^{(0)}h_b^{(0)}=0$, and so $\sum_bX_b^{(0)}J_b=\sum_bX_b^{(0)}J_b^\perp$. The observed flux in (3) may then be replaced by $J_a^\perp$ as well, since its momentum part is constant in time and uncorrelated with $J_b^\perp$. Finally $J_2^\perp=-rJ_1^\perp$, which merges the two particle forces into $X_1$. Leaving out the sign $\perp$ from here on,

$$
J_a=\sum_{b=E,1}L_{ab}X_b,\qquad
L_{ab}=\frac V{k_B}\int_0^\infty\langle J_a(t)J_b(0)\rangle\,dt . \tag{5}
$$

A simulation with $P=0$ supplies these correlations directly, up to ensemble differences that vanish for a large system.

Two properties of $L$ are needed. Both fluxes are odd under time reversal, so the product of two of them is even. Without a magnetic field or rotation, $\langle J_E(t)J_1(0)\rangle=\langle J_E(-t)J_1(0)\rangle=\langle J_E(0)J_1(t)\rangle$, and $L_{E1}=L_{1E}$. Next, any combination $Y=J_E-cJ_1$ with real $c$ satisfies

$$
0\le\Big\langle\Big(\int_0^\tau Y\,dt\Big)^2\Big\rangle
=2\int_0^\tau(\tau-s)\langle Y(s)Y(0)\rangle\,ds .
$$

Dividing by $2\tau$ and letting $\tau$ grow shows that the Green-Kubo integral of $Y$ cannot be negative if the correlation decays fast enough for the term in $s/\tau$ to vanish. The same argument gives $L_{11}\ge0$.

### Imposing zero particle flux

In a closed layer, particles drift until their flux vanishes. A chemical force has then built up that opposes further drift. With $L_{11}>0$, the second line of (5) gives

$$
0=L_{1E}X_E+L_{11}X_1\quad\Longrightarrow\quad X_1=-\frac{L_{1E}}{L_{11}}X_E .
$$

Put this into the first line and use $X_E=-\nabla T/T^2$:

$$
J_E=\Big(L_{EE}-\frac{L_{E1}L_{1E}}{L_{11}}\Big)X_E=-\kappa\nabla T,
$$

$$
\boxed{\;\kappa=\frac1{T^2}\Big(L_{EE}-\frac{L_{E1}L_{1E}}{L_{11}}\Big)\;} \tag{6}
$$

The bracket is the Schur complement of $L_{11}$ in the matrix $L$. The inverse matrix says the same. From $X=L^{-1}J$ with $J_1=0$ one has $X_E=(L^{-1})_{EE}J_E$, and since $J_E=\kappa T^2X_E$,

$$
\kappa=\frac1{T^2(L^{-1})_{EE}} .
$$

The single element $L_{EE}/T^2$ answers another question. It is the energy flux per temperature gradient when $X_1=0$. In general that requires an exchange of particles with the surroundings, to keep the chemical force at zero while particles stream.

For more species, collect the independent particle fluxes in a vector labelled $N$. Zero flux gives $X_N=-L_{NN}^{-1}L_{NE}X_E$, and hence $\kappa T^2=L_{EE}-L_{EN}L_{NN}^{-1}L_{NE}$.

### A minimum, and the choice of energy zero

The Green-Kubo integral of $J_E-cJ_1$ is a quadratic function of $c$. Completing the square,

$$
L[J_E-cJ_1]=L_{EE}-2cL_{E1}+c^2L_{11}
=\kappa T^2+L_{11}\Big(c-\frac{L_{E1}}{L_{11}}\Big)^2. \tag{7}
$$

The conductivity belongs to the smallest value, reached at $c^*=L_{E1}/L_{11}$. Since no such integral is negative, $0\le\kappa\le L_{EE}/T^2$. The quantity $c^*$ is the energy carried along per molecule of species 1 in interdiffusion at uniform temperature: with $X_E=0$, $J_E/J_1=L_{E1}/L_{11}$.

Now add a constant energy $u$ to every molecule of species 1. The flux becomes $J_E+uJ_1$, and

$$
L_{EE}'=L_{EE}+2uL_{E1}+u^2L_{11},\qquad L_{E1}'=L_{E1}+uL_{11}. \tag{8}
$$

The subtracted term becomes

$$
\frac{(L_{E1}+uL_{11})^2}{L_{11}}=\frac{L_{E1}^2}{L_{11}}+2uL_{E1}+u^2L_{11},
$$

which removes what was added to $L_{EE}$. So (6) does not depend on the energy zero, whereas $L_{EE}$ grows as $u^2$. Constants on both species act through the combination $u_1-ru_2$, because $u_1J_1+u_2J_2=(u_1-ru_2)J_1$.

Two limits show when the correction disappears. If the two species are mechanically identical and differ in label alone, with a common energy zero, each label carries on average its share $x_1$ of any correlation between $J_E$ and the total number flux. At zero momentum that total flux vanishes, so $L_{E1}=0$ and $\kappa=L_{EE}/T^2$. Unequal energy zeros for the two labels would bring back $L_{E1}=uL_{11}$ and make the correction necessary again. The other limit is a frozen mixture with $L_{11}\to0$. Since (7) cannot be negative for any $c$, $L_{E1}^2\le L_{EE}L_{11}$, and $L_{E1}$ vanishes too. The correction $L_{E1}^2/L_{11}=L_{11}(c^*)^2$ goes to zero in this limit provided that $c^*$ stays finite. If $L_{11}$ is exactly zero there is no interdiffusion to subtract, and $\kappa=L_{EE}/T^2$ follows directly from (5). In a very viscous mixture a finite simulation may not resolve $L_{11}$, and the quotient in (6) is then poorly determined.

## 2. A worked mixture, its transients and its limits

The fluxes $J_E$ and $J_1$ are those of energy and of species 1 at zero total momentum. The forces are $X_E=-\nabla T/T^2$ and $X_1=-\nabla(\mu_1/T)+r\nabla(\mu_2/T)$, with $r=m_1/m_2$. The Green-Kubo matrix $L$ in $J=LX$ is symmetric, and a closed layer has $\kappa T^2=L_{EE}-L_{E1}^2/L_{11}$. The energy carried per molecule in isothermal interdiffusion is $c^*=L_{E1}/L_{11}$. The mole fractions are $x_i=n_i/n$, with $n=n_1+n_2$.

### A fluid that can be solved in two ways

The model has molecules with discrete velocities along $x$, twelve per species, placed and weighted by Gauss-Hermite quadrature of the Maxwell distribution. It also has energy packets, which represent heat handed between neighbours without displacement of molecules. Packets carry energy but no momentum, and their number is not conserved. State $i$ has density $w_i(1+\varphi_i)$, where $w_i$ is the equilibrium value. In terms of $g_i=\sqrt{w_i}\,\varphi_i$ the kinetic equation is

$$
\partial_tg+v\,\partial_xg=-Sg,\qquad S=QRQ .
$$

Here $R$ is a diagonal matrix of positive collision rates. The projector $Q$ removes the four conserved quantities: both molecule numbers, momentum and energy. The model tests the transport argument and does not predict intermolecular forces.

Occupation numbers fluctuate independently, with variance equal to their mean, so $\langle g_ig_j\rangle=\delta_{ij}/V$. Each flux is a scalar product $j_a\cdot g$, where $(j_a)_i=\sqrt{w_i}\,v_ia_i$ and $a_i$ is the energy of state $i$ or its count of species 1. After the momentum part of $j_a$ has been removed,

$$
V\langle J_a(t)J_b(0)\rangle=j_a\cdot e^{-St}j_b,\qquad
L_{ab}=\frac1{k_B}\,j_a\cdot S^{-1}j_b ,
$$

with the inverse taken outside the conserved space. The values of $L$ below were found by numerical integration of the correlation over time.

In the middle of a steady layer, local equilibrium contributes the gradient $-\sum_bX_bb_i/k_B$ to $\varphi_i$. The steady equation $v\,\partial_xg=-Sg$ then demands a non-equilibrium part $g_1=k_B^{-1}\sum_bX_bS^{-1}j_b$, and the flux $j_a\cdot g_1$ is $\sum_bL_{ab}X_b$. A numerical solution of the full layer also contains the walls. The layer was 160 Å wide, divided into 400 cells, with walls 1 K apart that re-emit molecules in thermal equilibrium and let none through. Fluxes and gradients were read in its middle. This leaves out the temperature jumps at the walls, which extend over about a packet free path: flux times width divided by the wall temperature difference is about 3 % below the interior conductivity in the first example.

The conductivity of a closed layer has been derived as a Schur complement that does not depend on the energy zero, and a model fluid has been set up in which it can be found both from equilibrium correlations and from a steady layer. What remains is to compare the two numerically, to follow the conductivity while the composition adjusts, and to treat diffusion, use in simulations and the limits of the result.
